# Band-by-band conjugate gradients for a fixed plane-wave Hamiltonian: theory and settings: verification in Python

```python
# Band-by-band preconditioned conjugate gradients for a fixed plane-wave H (atomic units inside).
# Minimise <psi|H|psi>, psi normalised and orthogonal to lower bands u_j, Q = 1 - sum|u_j><u_j|.
# zeta = Q(lam-H)psi, eta = (Q-|psi><psi|)K zeta, g = <eta|zeta>, phi = search direction, N = |phi|.
# Under test: psi cos(th) + phihat sin(th) has its minimum at th = atan2(-2c, b-a)/2 with
# Emin = (a+b)/2 - R, R = sqrt((b-a)^2/4+c^2), a=<psi|H|psi>, b=<phihat|H|phihat>, c=Re<phihat|H|psi>;
# in CG <phihat|H|psi> = -g/N; with t = -psi sin(th) + phihat cos(th) the exactly conjugate gamma is
# [cos(th) g_new - Re<eta_new|zeta_old> - (lam_old-lam_new) sin(th) Re<eta_new|t>]/g_old.
# CG uses an FFT operator (real-space lattice sum); references use a dense H with analytic V(G).
import numpy as np
import sympy as sp
from scipy.constants import physical_constants as pc
from scipy.optimize import minimize_scalar

HA = pc['Hartree energy in eV'][0]
BOHR = pc['Bohr radius'][0] * 1e10
vdot, norm = np.vdot, np.linalg.norm
rng = np.random.default_rng(7)

a_A, sig_A, ecut_eV, M = 5.0, 0.8, 150.0, 20
depth_eV = [-20.0, -12.0]
tau = np.array([[0.0, 0.0, 0.0], [0.30, 0.40, 0.45]])
kfrac = np.array([0.1, 0.2, 0.3])
alat, sig = a_A / BOHR, sig_A / BOHR
bl = 2 * np.pi / alat
r = np.arange(-7, 8)
nn = np.array(np.meshgrid(r, r, r, indexing='ij')).reshape(3, -1).T
kin = 0.5 * bl**2 * ((nn + kfrac)**2).sum(1)
keep = kin <= ecut_eV / HA
nn, kin = nn[keep], kin[keep]
npw = len(kin)
assert 2 * (nn.max() - nn.min()) < M
dn = nn[:, None, :] - nn[None, :, :]
G2 = bl**2 * (dn**2).sum(2)
H = np.diag(kin).astype(complex)
Vr = np.zeros((M, M, M))
xg, images = np.arange(M) / M, np.arange(-3, 4)
for d_eV, tv in zip(depth_eV, tau):
    H += (d_eV / HA) * (2 * np.pi * sig**2)**1.5 / alat**3 * np.exp(-G2 * sig**2 / 2) \
        * np.exp(-2j * np.pi * (dn @ tv))
    f = [np.exp(-((xg[:, None] - s - images[None, :]) * alat)**2 / (2 * sig**2)).sum(1) for s in tv]
    Vr += (d_eV / HA) * f[0][:, None, None] * f[1][None, :, None] * f[2][None, None, :]
idx = tuple((nn % M).T)
eps, V = np.linalg.eigh(H)

def apply_h(v):
    box = np.zeros((M, M, M), complex)
    box[idx] = v
    return kin * v + np.fft.fftn(Vr * np.fft.ifftn(box))[idx]

def smooth(power):
    v = (rng.standard_normal(npw) + 1j * rng.standard_normal(npw)) / (1 + kin)**power
    return v / norm(v)

def tpa(psi):
    x = kin / vdot(psi, kin * psi).real
    poly = 27 + 18 * x + 12 * x**2 + 8 * x**3
    return poly / (poly + 16 * x**4)

def rayleigh(v):
    return vdot(v, H @ v).real / vdot(v, v).real

def line_min(a, b, c):
    R = np.hypot(0.5 * (b - a), c)
    return 0.5 * np.arctan2(-2 * c, b - a), 0.5 * (a + b) - R, R

def band_cg(psi, low, rule='PR', precond=True, tol=1e-8, maxit=5000, check=False):
    Q = lambda v: v - low @ (low.conj().T @ v)
    psi = Q(psi)
    psi = psi / norm(psi)
    Hpsi, log, old = apply_h(psi), [], None
    for it in range(maxit):
        lam = vdot(psi, Hpsi).real
        zeta = Q(lam * psi - Hpsi)
        res = norm(zeta)
        if res < tol:
            return psi, lam, log
        eta = Q((tpa(psi) if precond else 1.0) * zeta)
        eta = eta - psi * vdot(psi, eta)
        g = vdot(eta, zeta).real
        gam = gex = 0.0
        phi = eta
        if old:
            cross = vdot(eta, old['zeta']).real
            gex = (np.cos(old['th']) * g - cross - (old['lam'] - lam) * np.sin(old['th'])
                   * vdot(eta, old['t']).real) / old['g']
            gam = {'PR': max((g - cross) / old['g'], 0.0), 'FR': g / old['g'],
                   'exact': gex, 'SD': 0.0}[rule]
            phi = eta + gam * old['phi']
            phi = phi - psi * vdot(psi, phi)
            if check and res > 1e-5:
                At = H @ old['t'] - lam * old['t']
                gdef = -vdot(eta, At).real / (old['N'] * np.cos(old['th']) * vdot(old['t'], At).real)
                assert abs(gdef - gex) < 1e-6 * (1 + abs(gdef))
                assert abs(vdot(old['t'], At).real - 2 * old['R']) < 1e-10
        N = norm(phi)
        ph = phi / N
        Hph = apply_h(ph)
        b, c = vdot(ph, Hph).real, vdot(ph, Hpsi).real
        th, emin, R = line_min(lam, b, c)
        new = np.cos(th) * psi + np.sin(th) * ph
        if check:
            B = np.stack([psi, ph], 1)
            h2 = B.conj().T @ (H @ B)
            assert abs(h2[1, 0] + g / N) < 1e-10          # real and equal to -g/N
            assert 0 < th < np.pi / 2
            assert abs(np.linalg.eigvalsh(h2)[0] - emin) < 1e-10
            assert abs(rayleigh(new) - emin) < 1e-10 and rayleigh(new) < h2[0, 0].real + 1e-12
            assert abs(norm(new) - 1) < 1e-11 and norm(low.conj().T @ new) < 1e-11
        old = dict(zeta=zeta, g=g, lam=lam, th=th, phi=phi, N=N, R=R, res=res, b=b, c=c, emin=emin,
                   gam=gam, gex=gex, t=-np.sin(th) * psi + np.cos(th) * ph)
        log.append(old)
        psi, Hpsi = new, np.cos(th) * Hpsi + np.sin(th) * Hph
    raise AssertionError('not converged')

print(f'a = {a_A} A, width = {sig_A} A, depths = {depth_eV} eV, cutoff = {ecut_eV} eV')
print(f'second well at {tau[1].tolist()} a, k = {kfrac.tolist()} 2pi/a')
print(f'plane waves = {npw}, FFT grid = {M}^3, 1 hartree = {HA:.6f} eV')

# FFT operator against dense matrix; gradient against finite differences
p, d = smooth(2), smooth(2)
assert norm(apply_h(p) - H @ p) < 1e-11
h = 1e-5
fd = (rayleigh(p + h * d) - rayleigh(p - h * d)) / (2 * h)
assert abs(fd + 2 * vdot(d, rayleigh(p) * p - H @ p).real) < 1e-8

# limits of the preconditioner
x = sp.symbols('x', positive=True)
pol = 27 + 18 * x + 12 * x**2 + 8 * x**3
Kx = pol / (pol + 16 * x**4)
assert sp.limit(sp.cancel((1 - Kx) / x**4), x, 0) == sp.Rational(16, 27)
assert sp.limit(sp.cancel(x**3 * (1 / Kx - 2 * (x - 1))), x, sp.oo) == sp.Rational(81, 8)

# line minimum for a general pair with complex coupling, both orderings of a and b
p, q = smooth(3), smooth(1)
q = q - p * vdot(p, q)
q = q / norm(q)
q = q * np.exp(1j * (np.angle(vdot(q, H @ p)) - 1.0))
grid = np.linspace(-np.pi / 2, np.pi / 2, 361)
orders = set()
for u, w in ((p, q), (q, p)):
    a0, b0, cz = rayleigh(u), rayleigh(w), vdot(w, H @ u)
    E = lambda s: rayleigh(np.cos(s) * u + np.sin(s) * w)
    Eg = np.array([E(s) for s in grid])
    s0 = grid[Eg.argmin()]
    num = minimize_scalar(E, bounds=(s0 - 0.01, s0 + 0.01), method='bounded', options={'xatol': 1e-10})
    th, emin, R = line_min(a0, b0, cz.real)
    assert abs((num.x - th + np.pi / 2) % np.pi - np.pi / 2) < 1e-5 and abs(num.fun - emin) < 1e-11
    naive = E(0.5 * np.arctan(2 * cz.real / (a0 - b0)))
    assert (naive >= Eg.max() - 1e-12) if b0 < a0 else (abs(naive - num.fun) < 1e-11)
    orders.add(bool(b0 < a0))
    e2 = np.linalg.eigvalsh(np.array([[a0, np.conj(cz)], [cz, b0]]))[0]
    assert num.fun - e2 > 1e-9
    th2 = line_min(a0, b0, abs(cz))[0]
    assert abs(rayleigh(np.cos(th2) * u + np.sin(th2) * w * np.exp(1j * np.angle(cz))) - e2) < 1e-11
    print(f'general pair: a = {a0*HA:.4f}, b = {b0*HA:.4f}, <phi|H|psi> = {cz.real*HA:.4f}{cz.imag*HA:+.4f}i eV')
    print(f'  theta = {th:.5f} rad, Emin = {emin*HA:.5f}, principal arctan E = {naive*HA:.5f}, 2x2 = {e2*HA:.5f} eV')
assert len(orders) == 2

# band-by-band run
starts = [smooth(3) for _ in range(4)]
empty = np.zeros((npw, 0), complex)
low, lams, logs = empty, [], []
for m in range(4):
    psi, lam, log = band_cg(starts[m], low, check=True)
    assert abs(lam - eps[m]) < 1e-10 and norm(H @ psi - lam * psi) < 1e-6
    low = np.column_stack([low, psi])
    lams.append(lam)
    logs.append(log)
assert norm(low.conj().T @ low - np.eye(4)) < 1e-10
s = logs[1][0]
print('band 2, first step:')
print(f'  a = {s["lam"]*HA:.5f} eV, b = {s["b"]*HA:.5f} eV, c = {s["c"]*HA:.5f} eV')
print(f'  |zeta| = {s["res"]*HA:.5f} eV, g = {s["g"]*HA**2:.5f} eV^2, N = {s["N"]*HA:.5f} eV')
print(f'  g/N = {s["g"]/s["N"]*HA:.5f} eV, R = {s["R"]*HA:.5f} eV, theta = {s["th"]:.5f} rad')
print(f'  Emin = {s["emin"]*HA:.5f} eV, drop a-Emin = {(s["lam"]-s["emin"])*HA:.5f} eV')
print('band 2: n, lam-eps2 (eV), |zeta| (eV), theta (rad), gamma PR, gamma exact')
for n in (0, 1, 2, 3, 4, 6, 8, 12, 16):
    if n < len(logs[1]):
        s = logs[1][n]
        print(f'  {n:2d} {(s["lam"]-eps[1])*HA:.3e} {s["res"]*HA:.3e} {s["th"]:.3e} {s["gam"]:.4f} {s["gex"]:.4f}')
print(f'stop at |zeta| < {1e-8*HA:.2e} eV')
for m in range(4):
    print(f'band {m+1}: CG {lams[m]*HA:.8f} eV = {lams[m]:.8f} Ha, dense {eps[m]*HA:.8f} eV, steps {len(logs[m])}')
print(f'eps5 = {eps[4]*HA:.5f} eV, eps_max = {eps[-1]*HA:.3f} eV')

# conjugacy by finite differences and small-angle limits of gamma, fixed K, band 2
def two_steps(p0, K):
    Q = lambda v: v - V[:, 0] * vdot(V[:, 0], v)
    def grad(v):
        l = rayleigh(v)
        z = Q(l * v - H @ v)
        e = Q(K * z)
        e = e - v * vdot(v, e)
        return l, z, e, vdot(e, z).real
    p0 = Q(p0) / norm(Q(p0))
    l0, z0, e0, g0 = grad(p0)
    N = norm(e0)
    ph = e0 / N
    th = line_min(l0, rayleigh(ph), vdot(ph, H @ p0).real)[0]
    p1, t = np.cos(th) * p0 + np.sin(th) * ph, -np.sin(th) * p0 + np.cos(th) * ph
    l1, z1, e1, g1 = grad(p1)
    At, cross = H @ t - l1 * t, vdot(e1, z0).real
    gdef = -vdot(e1, At).real / (N * np.cos(th) * vdot(t, At).real)
    gex = (np.cos(th) * g1 - cross - (l0 - l1) * np.sin(th) * vdot(e1, t).real) / g0
    pred = -np.sin(th) * vdot(z1, K * p1).real / N
    return gdef, (g1 - cross) / g0, g1 / g0, pred, p1, t, e1, e1 + gex * N * np.cos(th) * t

K2 = tpa(V[:, 1])
gdef, gpr, gfr, pred, p1, t, e1, phi1 = two_steps(starts[1], K2)
assert abs(gfr - gpr - pred) < 1e-10
def mixed(y, h=1e-4):
    y = y / norm(y)
    return sum(i * j * rayleigh(p1 + i * h * y + j * h * t) for i in (1, -1) for j in (1, -1)) / (4 * h * h)
assert abs(mixed(phi1)) < 2e-6 and abs(mixed(e1)) > 1e-4
print(f'mixed derivative with t: eta alone {mixed(e1)*HA:.4f} eV, exact gamma {abs(mixed(phi1))*HA:.1e} eV')

# start v2 + s w. FR-exact = A s + B s^2 + ..., and A is small for a random w, so the linear law
# is measured at s << |A/B| and, at larger s, in the part odd in s
w = smooth(2)
def deviations(s):
    gd, gp, gf = two_steps(V[:, 1] + s * w, K2)[:3]
    return gd, gp - gd, gf - gd
dev = {s: deviations(s) for s in (1e-3, 5e-4, -1e-3, -5e-4, 2e-5, 1e-5)}
for s in (1e-3, 5e-4):
    print(f's = {s:.0e}: gamma exact {dev[s][0]:.6f}, PR-exact {dev[s][1]:.3e}, '
          f'FR-exact {dev[s][2]:.3e} (at -s {dev[-s][2]:.3e})')
for s in (2e-5, 1e-5):
    print(f's = {s:.0e}: FR-exact {dev[s][2]:.3e}')
odd = lambda s: 0.5 * (dev[s][2] - dev[-s][2])
even = lambda s: 0.5 * (dev[s][2] + dev[-s][2])
opr = np.log2(dev[1e-3][1] / dev[5e-4][1])
ofr = np.log2(dev[2e-5][2] / dev[1e-5][2])
oodd = np.log2(odd(1e-3) / odd(5e-4))
coefA, coefB = odd(5e-4) / 5e-4, even(5e-4) / 5e-4**2
assert abs(opr - 2) < 0.1 and abs(ofr - 1) < 0.1 and abs(oodd - 1) < 0.1
assert 2e-5 < 0.05 * abs(coefA / coefB)
print(f'order in s: PR {opr:.3f}, FR at small s {ofr:.3f}, FR odd part {oodd:.3f}')
print(f'FR-exact = A s + B s^2: A = {coefA:.3e}, B = {coefB:.3e}, |A/B| = {abs(coefA/coefB):.2e}')

# K leaks into the lower band; without projection band 2 falls to eps1
p = starts[1] - V[:, 0] * vdot(V[:, 0], starts[1])
p = p / norm(p)
z = rayleigh(p) * p - H @ p
Kz = tpa(p) * z
leak = abs(vdot(V[:, 0], Kz)) / norm(Kz)
assert abs(vdot(V[:, 0], z)) < 1e-12 and leak > 1e-6
lam_free = band_cg(p, empty)[1]
assert abs(lam_free - eps[0]) < 1e-10
print(f'|<v1|K zeta>|/|K zeta| = {leak:.3e}; band 2 without projection ends at {lam_free*HA:.6f} eV')

# inexact lower bands, band 3
W = np.column_stack([0.6 * V[:, 2] + smooth(2), 0.4j * V[:, 2] + smooth(2)])
W = W - V[:, :2] @ (V[:, :2].conj().T @ W)
W = W / norm(W, axis=0)
ov2, gaps = abs(W.conj().T @ V[:, 2])**2, eps[2] - eps[:2]
print(f'|<w_j|v3>|^2 = {ov2[0]:.5f}, {ov2[1]:.5f}; eps3-eps_j = {gaps[0]*HA:.5f}, {gaps[1]*HA:.5f} eV')
for delta, rel in ((1e-2, 5e-2), (1e-3, 1e-2)):
    U = np.linalg.qr(V[:, :2] + delta * W, mode='complete')[0]
    psi, lam, _ = band_cg(starts[2], U[:, :2])
    ref = np.linalg.eigvalsh(U[:, 2:].conj().T @ H @ U[:, 2:])[0]
    shift, rfull = -delta**2 * (ov2 * gaps).sum(), delta * np.sqrt((ov2 * gaps**2).sum())
    rnum = norm(H @ psi - lam * psi)
    assert abs(lam - ref) < 1e-11 and lam < eps[2]
    assert abs((lam - eps[2]) / shift - 1) < rel and abs(rnum / rfull - 1) < rel
    print(f'delta {delta:.0e}: lam-eps3 {(lam-eps[2])*HA:.4e} (formula {shift*HA:.4e}) eV')
    print(f'            full residual {rnum*HA:.4e} (formula {rfull*HA:.4e}) eV')

# condition numbers and step counts
root = np.sqrt(eps[1:] - eps[0])
Kt = V[:, 1:].conj().T @ (tpa(V[:, 0])[:, None] * V[:, 1:])
mu = np.linalg.eigvalsh(root[:, None] * Kt * root[None, :])
kap, kapK = (root[-1] / root[0])**2, mu[-1] / mu[0]
assert kapK < kap
print(f'band 1 condition number: bare {kap:.2f}, preconditioned {kapK:.2f}')
cnt = {}
for rule in ('SD', 'PR'):
    for pre in (False, True):
        _, lam, log = band_cg(starts[0], empty, rule, pre, tol=1e-6)
        assert abs(lam - eps[0]) < 1e-9
        cnt[rule, pre] = len(log)
assert cnt['PR', False] < cnt['SD', False] and cnt['PR', True] < cnt['SD', True]
assert cnt['PR', True] < cnt['PR', False] and cnt['SD', True] < cnt['SD', False]
print(f'steps to |zeta| < {1e-6*HA:.2e} eV')
print(f'  band 1: SD {cnt["SD", False]}, SD+K {cnt["SD", True]}, CG {cnt["PR", False]}, CG+K {cnt["PR", True]}')
steps = {}
for rule in ('PR', 'FR', 'exact'):
    _, lam, log = band_cg(starts[1], V[:, :1], rule, tol=1e-6)
    assert abs(lam - eps[1]) < 1e-9
    steps[rule] = len(log)
print(f'  band 2 with K: PR {steps["PR"]}, FR {steps["FR"]}, exact gamma {steps["exact"]}')
print('no test failed')
```

Output:

```
a = 5.0 A, width = 0.8 A, depths = [-20.0, -12.0] eV, cutoff = 150.0 eV
second well at [0.3, 0.4, 0.45] a, k = [0.1, 0.2, 0.3] 2pi/a
plane waves = 521, FFT grid = 20^3, 1 hartree = 27.211386 eV
general pair: a = 11.0234, b = 52.6555, <phi|H|psi> = 0.4002+0.6233i eV
  theta = -0.00961 rad, Emin = 11.01960, principal arctan E = 11.01960, 2x2 = 11.01027 eV
general pair: a = 52.6555, b = 11.0234, <phi|H|psi> = 0.4002-0.6233i eV
  theta = -1.56118 rad, Emin = 11.01960, principal arctan E = 52.65937, 2x2 = 11.01027 eV
band 2, first step:
  a = 10.52118 eV, b = 17.38380 eV, c = -10.50786 eV
  |zeta| = 13.01338 eV, g = 57.74856 eV^2, N = 5.49575 eV
  g/N = 10.50786 eV, R = 11.05391 eV, theta = 0.62758 rad
  Emin = 2.89857 eV, drop a-Emin = 7.62261 eV
band 2: n, lam-eps2 (eV), |zeta| (eV), theta (rad), gamma PR, gamma exact
   0 1.091e+01 1.301e+01 6.276e-01 0.0000 0.0000
   1 3.289e+00 2.967e+00 6.732e-01 0.0378 0.0090
   2 1.799e+00 2.766e+00 7.187e-01 0.8034 0.4851
   3 6.252e-01 2.511e+00 3.034e-01 0.2991 0.1701
   4 6.007e-02 1.037e+00 8.041e-02 0.0362 0.0360
   6 2.089e-04 6.398e-02 4.524e-03 0.0716 0.0717
   8 5.234e-07 3.685e-03 2.425e-04 0.0477 0.0477
  12 4.567e-12 1.113e-05 6.866e-07 0.0684 0.0684
stop at |zeta| < 2.72e-07 eV
band 1: CG -3.28117020 eV = -0.12058078 Ha, dense -3.28117020 eV, steps 19
band 2: CG -0.39076987 eV = -0.01436053 Ha, dense -0.39076987 eV, steps 15
band 3: CG 2.22937391 eV = 0.08192798 Ha, dense 2.22937391 eV, steps 17
band 4: CG 3.52254458 eV = 0.12945113 Ha, dense 3.52254458 eV, steps 27
eps5 = 3.79971 eV, eps_max = 147.261 eV
mixed derivative with t: eta alone -1.9316 eV, exact gamma 1.3e-07 eV
s = 1e-03: gamma exact 0.024352, PR-exact -1.301e-07, FR-exact -1.154e-06 (at -s 2.626e-06)
s = 5e-04: gamma exact 0.024352, PR-exact -3.253e-08, FR-exact -7.611e-07 (at -s 1.129e-06)
s = 2e-05: FR-exact -3.751e-08
s = 1e-05: FR-exact -1.883e-08
order in s: PR 1.999, FR at small s 0.994, FR odd part 1.000
FR-exact = A s + B s^2: A = -1.890e-03, B = 7.357e-01, |A/B| = 2.57e-03
|<v1|K zeta>|/|K zeta| = 2.636e-02; band 2 without projection ends at -3.281170 eV
|<w_j|v3>|^2 = 0.29698, 0.22835; eps3-eps_j = 5.51054, 2.62014 eV
delta 1e-02: lam-eps3 -2.2348e-04 (formula -2.2348e-04) eV
            full residual 3.2537e-02 (formula 3.2536e-02) eV
delta 1e-03: lam-eps3 -2.2348e-06 (formula -2.2348e-06) eV
            full residual 3.2536e-03 (formula 3.2536e-03) eV
band 1 condition number: bare 52.08, preconditioned 3.25
steps to |zeta| < 2.72e-05 eV
  band 1: SD 336, SD+K 22, CG 68, CG+K 15
  band 2 with K: PR 12, FR 25, exact gamma 11
no test failed
```
